# Streaming potential of a rectangular wafer cell with surface conductance: test program

```python
"""Streaming potential of a rectangular wafer flow cell.
Result under test (differences are outlet minus inlet, zero net current):
  dV/dp = (eps*zeta/eta) * (1 - delta*P/A) / (sigma + Ks*P/A)
eps permittivity, eta viscosity, zeta wall potential, sigma bulk conductivity,
Ks surface conductance of the diffuse layer, P perimeter, A cross-section,
delta = integral of psi/zeta across one double layer, psi local potential.
phi = e*psi/kT is the reduced potential; debye is the Debye length.
Poisson-Boltzmann theory, 1:1 electrolyte, constant material properties.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, quad, trapezoid, cumulative_trapezoid
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

# ---------------- model parameters (SI) ----------------
temperature = 298.15
eps_rel = 78.5
eta = 0.89e-3
density = 1000.0
d_plus, d_minus = 2.0e-9, 1.5e-9
salt = 0.01                      # mol/m^3
zeta = -0.080
width, length = 5e-3, 20e-3
dp = -1000.0
gaps = np.array([5e-6, 10e-6, 20e-6, 40e-6])

eps = eps_rel * const.epsilon_0
e = const.e
kT = const.k * temperature
v_thermal = kT / e
n_bulk = salt * const.N_A
debye = np.sqrt(eps * kT / (2 * e**2 * n_bulk))
mobility_unit = e**2 * n_bulk / kT
sigma = mobility_unit * (d_plus + d_minus)
d_eo = 2 * eps * v_thermal**2 / eta
phi_zeta = zeta / v_thermal


def surface_conductance(phi0):
    return 2 * mobility_unit * debye * (
        (d_plus + d_eo) * np.expm1(-phi0 / 2)
        + (d_minus + d_eo) * np.expm1(phi0 / 2))


def layer_length(phi0):
    def integrand(p):
        return 1.0 if p < 1e-10 else p / (2 * np.sinh(p / 2))
    return debye * quad(integrand, 0, abs(phi0))[0] / abs(phi0)


def drag_share_sides(h, w):
    n = np.arange(1, 4001, 2)
    return 16 * h / (np.pi**3 * w) * np.sum(
        np.tanh(n * np.pi * w / (2 * h)) / n**3)


# ---------------- full numerical solution of a slit ----------------
def slit(h, phi0):
    """Streaming current per G and conductance, both per unit width."""
    mid = h / (2 * debye)
    mesh = mid * np.linspace(0, 1, 600)**3
    guess = phi0 * np.exp(-mesh)
    sol = solve_bvp(lambda y, f: np.vstack((f[1], np.sinh(f[0]))),
                    lambda a, b: np.array([a[0] - phi0, b[1]]),
                    mesh, np.vstack((guess, -guess)),
                    tol=1e-7, max_nodes=50000)
    assert sol.success
    grid = mid * np.linspace(0, 1, 20001)**3
    phi = sol.sol(grid)[0]
    y = grid * debye
    rho = -2 * e * n_bulk * np.sinh(phi)
    u_pressure = y * (h - y) / (2 * eta)
    stream = 2 * trapezoid(rho * u_pressure, y)
    charge = cumulative_trapezoid(rho, y, initial=0)
    shear = (charge[-1] - charge) / eta
    u_field = cumulative_trapezoid(shear, y, initial=0)
    migration = mobility_unit * (d_plus * np.exp(-phi)
                                 + d_minus * np.exp(phi))
    conduct = 2 * trapezoid(migration + rho * u_field, y)
    mean_ratio = trapezoid(phi, y) / (phi0 * h / 2)
    return stream, conduct, mean_ratio


ks = surface_conductance(phi_zeta)
delta = layer_length(phi_zeta)
coupling_num = []
for h in gaps:
    stream, conduct, mean_ratio = slit(h, phi_zeta)
    green = -eps * zeta * h / eta * (1 - mean_ratio)
    assert abs(stream / green - 1) < 1e-3
    assert abs(mean_ratio / (2 * delta / h) - 1) < 2e-3
    assert abs((conduct - sigma * h) / (2 * ks) - 1) < 3e-3
    coupling_num.append(-stream / conduct)
coupling_num = np.array(coupling_num)

wall_ratio = 2 / gaps * (1 + gaps / width)
classical = eps * zeta / (eta * sigma)
dukhin = ks * wall_ratio / sigma
thickness = delta * wall_ratio
with_ks = classical / (1 + dukhin)
full = with_ks * (1 - thickness)
assert np.all(abs(full / coupling_num - 1) < 2e-3)
apparent_zeta = coupling_num * eta * sigma / eps

# Gap variation: straight line through the two widest numerical cells
inv_h, inv_c = 1 / gaps[2:], 1 / coupling_num[2:]
slope = (inv_c[0] - inv_c[1]) / (inv_h[0] - inv_h[1])
intercept = inv_c[1] - slope * inv_h[1]
zeta_fit = eta * sigma / (eps * intercept)
length_fit = slope / (2 * intercept)
assert abs(zeta_fit / zeta - 1) < 0.005
assert abs(length_fit / (ks / sigma + delta) - 1) < 0.03


# ---------------- rectangular ducts, lengths in Debye lengths ----------------
def second_difference(n, step):
    lower = np.ones(n - 1)
    lower[-1] = 2.0              # mirror plane at the last node
    return diags([lower, -2 * np.ones(n), np.ones(n - 1)],
                 [-1, 0, 1]) / step**2


def duct(h, w, phi_wafer, phi_side, step=0.0625):
    ny, nx = round(h / 2 / step), round(w / 2 / step)
    lap = (kron(second_difference(ny, step), identity(nx))
           + kron(identity(ny), second_difference(nx, step))).tocsc()
    wall = np.zeros((ny, nx))
    wall[0, :] += phi_wafer / step**2
    wall[:, 0] += phi_side / step**2
    wall = wall.ravel()
    phi = np.zeros(ny * nx)
    for _ in range(30):
        residual = lap @ phi + wall - np.sinh(phi)
        change = spsolve((lap - diags(np.cosh(phi))).tocsc(), -residual)
        phi += change
        if np.max(abs(change)) < 1e-9:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    field = np.empty((ny + 1, nx + 1))
    field[0, :], field[:, 0] = phi_wafer, phi_side
    field[0, 0] = (phi_wafer + phi_side) / 2
    field[1:, 1:] = phi.reshape(ny, nx)
    return field, lap


def duct_velocity(h, w, shape, step=0.0625):
    """Fourier solution of laplacian(u) = -1 with u = 0 on the walls."""
    y = np.arange(shape[0]) * step
    x = np.arange(shape[1]) * step
    u = np.repeat((y * (h - y) / 2)[:, None], shape[1], axis=1)
    for n in range(1, 400, 2):
        a = n * np.pi / h
        profile = (np.exp(-a * x) + np.exp(-a * (w - x))) / (1 + np.exp(-a * w))
        u -= 4 * h**2 / (np.pi * n)**3 * np.outer(np.sin(a * y), profile)
    return u


def area_integral(f, step=0.0625):
    return 4 * trapezoid(trapezoid(f, dx=step, axis=1), dx=step)


phi_test = -2.0
excess, potential_sum, perimeters = [], [], []
for h, w in ((8.0, 16.0), (12.0, 24.0)):
    phi, lap = duct(h, w, phi_test, phi_test)
    u = duct_velocity(h, w, phi.shape)
    u_grid = spsolve(lap, -np.ones(lap.shape[0]))
    assert np.max(abs(u_grid - u[1:, 1:].ravel())) < 2e-3 * u.max()
    direct = area_integral(np.sinh(phi) * u)
    green = phi_test * h * w - area_integral(phi)
    assert abs(direct / green - 1) < 5e-3
    excess.append(area_integral(d_plus * np.expm1(-phi)
                                + d_minus * np.expm1(phi)
                                + d_eo * np.sinh(phi) * (phi_test - phi)))
    potential_sum.append(area_integral(phi) / phi_test)
    perimeters.append(2 * (h + w))

# Growth with perimeter: the four corners are common to both ducts
ks_test = surface_conductance(phi_test) / (mobility_unit * debye)
added_wall = perimeters[1] - perimeters[0]
ks_ratio = (excess[1] - excess[0]) / (ks_test * added_wall)
delta_ratio = ((potential_sum[1] - potential_sum[0])
               / (layer_length(phi_test) / debye * added_wall))
assert abs(ks_ratio - 1) < 0.02
assert abs(delta_ratio - 1) < 0.02
corner_loss = (perimeters[1] - excess[1] / ks_test) / 4

# Unequal walls: the spacer counts by its share of the viscous drag
h, w, phi_side = 8.0, 16.0, 1.0
phi, _ = duct(h, w, phi_test, phi_side)
direct = area_integral(np.sinh(phi) * duct_velocity(h, w, phi.shape))
weight_numeric = (((direct + area_integral(phi)) / (h * w) - phi_test)
                  / (phi_side - phi_test))
weight_formula = drag_share_sides(h, w)
assert abs(weight_numeric / weight_formula - 1) < 0.02
assert abs(drag_share_sides(1.0, 1.0) - 0.5) < 1e-6

# Low zeta: layer thickness matters more than surface conductance
zeta_low = -0.025
ks_length_low = surface_conductance(zeta_low / v_thermal) / sigma
delta_low = layer_length(zeta_low / v_thermal)
assert ks_length_low < delta_low < debye
assert ks / sigma > delta

# ---------------- worked example ----------------
print(f"temperature {temperature:.2f} K; relative permittivity {eps_rel:.1f}")
print(f"viscosity {eta*1e3:.2f} mPa s; density {density:.0f} kg/m^3")
print(f"D+ {d_plus*1e9:.2f}, D- {d_minus*1e9:.2f}, D_eo {d_eo*1e9:.3f} 1e-9 m^2/s")
print(f"salt concentration {salt*1e-3:.1e} mol/L")
print(f"zeta {zeta*1e3:.1f} mV; reduced zeta {phi_zeta:.4f}")
print(f"channel width {width*1e3:.1f} mm; length {length*1e3:.1f} mm")
print(f"pressure difference out-in {dp/1e3:.2f} kPa")
print(f"Debye length {debye*1e9:.2f} nm; delta {delta*1e9:.2f} nm")
print(f"bulk conductivity {sigma*1e3:.5f} mS/m")
print(f"surface conductance Ks {ks*1e12:.3f} pS")
print(f"Ks/sigma {ks/sigma*1e9:.1f} nm")
print(f"uncorrected dV/dp {classical*1e3:.5f} mV/Pa")
for i, h in enumerate(gaps):
    area = width * h
    resistance = length / (area * (sigma + ks * wall_ratio[i]))
    speed = h**2 * abs(dp) / (12 * eta * length)
    reynolds = density * speed * 2 * h / eta
    print(f"gap {h*1e6:.0f} um: Ks*P/(A*sigma) {dukhin[i]:.5f}; "
          f"delta*P/A {thickness[i]:.5f}")
    print(f"  dV/dp, Ks only {with_ks[i]*1e3:.5f}; both {full[i]*1e3:.5f}; "
          f"numerical slit {coupling_num[i]*1e3:.5f} mV/Pa")
    print(f"  voltage out-in {full[i]*dp*1e3:.2f} mV; "
          f"apparent zeta {apparent_zeta[i]*1e3:.2f} mV")
    print(f"  resistance {resistance/1e9:.3f} Gohm; "
          f"wide-channel Reynolds number {reynolds:.2e}")
    print(f"  spacer weight f {drag_share_sides(h, width):.3e}; "
          f"perimeter share {h/(width+h):.3e}")
print(f"gap-variation zeta {zeta_fit*1e3:.3f} mV")
print(f"gap-variation length {length_fit*1e9:.1f} nm; "
      f"Ks/sigma+delta {(ks/sigma+delta)*1e9:.1f} nm")
print(f"at zeta {zeta_low*1e3:.0f} mV: Ks/sigma {ks_length_low*1e9:.2f} nm; "
      f"delta {delta_low*1e9:.2f} nm")
print(f"duct tests: reduced wall potential {phi_test:.1f}")
print(f"perimeter law, numerical/formula: Ks {ks_ratio:.4f}; "
      f"delta {delta_ratio:.4f}")
print(f"conducting wall lost per corner {corner_loss:.3f} Debye lengths")
print(f"duct w/h=2 spacer weight: numerical {weight_numeric:.4f}; "
      f"formula {weight_formula:.4f}")
print("tests ok")
```

Running it gives:

```
temperature 298.15 K; relative permittivity 78.5
viscosity 0.89 mPa s; density 1000 kg/m^3
D+ 2.00, D- 1.50, D_eo 1.031 1e-9 m^2/s
salt concentration 1.0e-05 mol/L
zeta -80.0 mV; reduced zeta -3.1137
channel width 5.0 mm; length 20.0 mm
pressure difference out-in -1.00 kPa
Debye length 96.20 nm; delta 85.11 nm
bulk conductivity 0.13144 mS/m
surface conductance Ks 67.560 pS
Ks/sigma 514.0 nm
uncorrected dV/dp -0.47533 mV/Pa
gap 5 um: Ks*P/(A*sigma) 0.20581; delta*P/A 0.03408
  dV/dp, Ks only -0.39420; both -0.38077; numerical slit -0.38085 mV/Pa
  voltage out-in 380.77 mV; apparent zeta -64.10 mV
  resistance 5.048 Gohm; wide-channel Reynolds number 1.32e-03
  spacer weight f 5.428e-04; perimeter share 9.990e-04
gap 10 um: Ks*P/(A*sigma) 0.10301; delta*P/A 0.01706
  dV/dp, Ks only -0.43094; both -0.42359; numerical slit -0.42369 mV/Pa
  voltage out-in 423.59 mV; apparent zeta -71.31 mV
  resistance 2.759 Gohm; wide-channel Reynolds number 1.05e-02
  spacer weight f 1.086e-03; perimeter share 1.996e-03
gap 20 um: Ks*P/(A*sigma) 0.05161; delta*P/A 0.00854
  dV/dp, Ks only -0.45201; both -0.44814; numerical slit -0.44825 mV/Pa
  voltage out-in 448.14 mV; apparent zeta -75.44 mV
  resistance 1.447 Gohm; wide-channel Reynolds number 8.42e-02
  spacer weight f 2.171e-03; perimeter share 3.984e-03
gap 40 um: Ks*P/(A*sigma) 0.02591; delta*P/A 0.00429
  dV/dp, Ks only -0.46333; both -0.46134; numerical slit -0.46145 mV/Pa
  voltage out-in 461.34 mV; apparent zeta -77.66 mV
  resistance 0.742 Gohm; wide-channel Reynolds number 6.73e-01
  spacer weight f 4.342e-03; perimeter share 7.937e-03
gap-variation zeta -80.021 mV
gap-variation length 607.0 nm; Ks/sigma+delta 599.1 nm
at zeta -25 mV: Ks/sigma 50.81 nm; delta 94.95 nm
duct tests: reduced wall potential -2.0
perimeter law, numerical/formula: Ks 1.0012; delta 1.0015
conducting wall lost per corner 0.827 Debye lengths
duct w/h=2 spacer weight: numerical 0.2704; formula 0.2704
tests ok
```
